# Nonradiative defect coupling from phase-aligned finite differences of wavefunctions

A hole in a model semiconductor is coupled to a deep defect level by lattice motion. The coupling constant is 34.9 meV/(amu$^{1/2}$ Å). It can be found by displacing the lattice by $\pm0.02$ amu$^{1/2}$ Å and differencing the overlap of the displaced defect state with the undisplaced band state. If the moduli of the two overlaps are differenced instead of the overlaps themselves, the answer is 2.1% of the correct value. If each wavefunction keeps an arbitrary phase, the answer averages 64% of it. Two states and a little algebra explain both numbers.

## Two states by hand

Let $Q$ be a mass-weighted configuration coordinate, in amu$^{1/2}$ Å, with $Q=0$ at the equilibrium geometry before capture. Let $i$ be the band state and $f$ the defect state at $Q=0$, with energies $\varepsilon_i,\varepsilon_f$ and $\Delta=\varepsilon_f-\varepsilon_i$. Hole energies are used throughout, so a bound hole lies below the band edge. In the basis $(i,f)$ take

$$h(Q)=\begin{pmatrix}\varepsilon_i & wQ\\ wQ & \varepsilon_f+FQ\end{pmatrix}.$$

Displacement shifts the defect level at the rate $F$ and mixes the states at the rate $w$. The eigenvector that starts as $f$ is $(s,c)$, and the first row of $h(s,c)^T=E(s,c)^T$ gives

$$(E-\varepsilon_i)\,s=wQ\,c .$$

For weak mixing $c\simeq1$ and $E\simeq\varepsilon_f+FQ$, with relative errors of order $w^2Q^2/\Delta^2$. The overlap $S(Q)=\langle i(0)|f(Q)\rangle=s$ is then

$$S(Q)\simeq\frac{wQ}{\Delta+FQ}=\frac{w}{\Delta}Q\left(1+\alpha Q+\alpha^2Q^2+\dots\right),\qquad \alpha=-\frac F\Delta .$$

The slope at the origin is $w/\Delta$, so $w=\Delta\,S'(0)$: the coupling follows from the wavefunctions and the energy difference, without evaluating the derivative of $h$. The series needs $|\alpha Q|<1$.

The full model described below has $\varepsilon_f=-0.5008$ eV, $\varepsilon_i=0.0288$ eV and $F=-0.587$ eV/(amu$^{1/2}$ Å). Hence $\Delta=-0.5296$ eV and $\alpha=-1.11$ per amu$^{1/2}$ Å.

**Moduli.** To second order,

$$S(\pm\delta)=\pm\frac w\Delta\delta(1\pm\alpha\delta),\qquad |S(\delta)|-|S(-\delta)|=2\left|\frac w\Delta\right|\alpha\delta^2 .$$

The linear term, which carries the coupling, has cancelled. Dividing by $2\delta$ and comparing with $|w/\Delta|$ leaves the fraction $|\alpha|\delta=1.11\times0.02=0.022$. The full model gives 0.0210.

**Arbitrary phases.** An eigensolver may return $f(\delta)$ multiplied by $e^{ia}$ and $f(-\delta)$ multiplied by $e^{ib}$. The difference becomes

$$e^{ia}S(\delta)-e^{ib}S(-\delta)=\frac w\Delta\delta\left[(e^{ia}+e^{ib})+\alpha\delta(e^{ia}-e^{ib})\right].$$

With $\varphi=a-b$, the two brackets are $2\cos(\varphi/2)$ and $2i\sin(\varphi/2)$ times the common factor $e^{i(a+b)/2}$. Since $\alpha$ is real, the recovered fraction of the coupling is

$$\sqrt{\cos^2(\varphi/2)+\alpha^2\delta^2\sin^2(\varphi/2)} .$$

For small $\delta$ this is $|\cos(\varphi/2)|$, whose average over uniform phases is $2/\pi=0.637$. A sample of 4000 random phase pairs in the full model gave a mean of 0.631 and a least value of 0.0210. The least value is the case $\varphi=\pi$, which has the same magnitude as the difference of moduli.

## The general identity and the phase rule

Now let $h(Q)$ be any Hermitian one-particle Hamiltonian, differentiable in $Q$ and written in a fixed orthonormal basis. Let $i$ and $f$ be nondegenerate. Differentiate $(h-\varepsilon_f)|f\rangle=0$ at $Q=0$:

$$(h'-\varepsilon_f')|f\rangle+(h-\varepsilon_f)|f'\rangle=0 .$$

Project on $\langle i|$. Orthogonality removes $\varepsilon_f'$, and Hermiticity lets $h$ act to the left as $\varepsilon_i$. Therefore

$$W\equiv\langle i|h'|f\rangle=(\varepsilon_f-\varepsilon_i)\langle i|f'\rangle .$$

Projecting on $\langle f|$ instead gives the level slope, $\varepsilon_f'=\langle f|h'|f\rangle$.

Before differencing, each displaced state is aligned with the reference state:

$$|\tilde f(Q)\rangle=e^{-i\theta(Q)}|f(Q)\rangle,\qquad \theta(Q)=\arg\langle f(0)|f(Q)\rangle .$$

The overlap $\langle f(0)|\tilde f(Q)\rangle$ is then real and positive. Any other smooth choice, $e^{i\eta(Q)}|\tilde f\rangle$ with $\eta(0)=0$, would add $i\eta'(0)\langle i|f\rangle=0$ to the derivative. What matters is that the phase is smooth. The phases of the two reference states multiply $W$ by a constant phase and leave $|W|$ unchanged.

Alignment by one phase is insufficient if $f$ belongs to a degenerate set, because displacement can then rotate states within the set. If only the band state is degenerate, each member has its own $W$, and the sum

$$\sum_i|\langle i|h'|f\rangle|^2=\langle f|h'P\,h'|f\rangle$$

contains the projector $P$ on the set and is independent of the basis chosen in it.

## Step size and linearity

With $S(Q)$ now denoting the aligned overlap, the central estimate is

$$W(\delta)=(\varepsilon_f-\varepsilon_i)\frac{S(\delta)-S(-\delta)}{2\delta}=W+A\delta^2+B\delta^4+\dots$$

Even powers in $S$ cancel. A one-sided estimate, $(\varepsilon_f-\varepsilon_i)S(\delta)/\delta$, retains them and has an error linear in $\delta$. The errors below are relative to the matrix element $\langle i|h'|f\rangle$, evaluated directly in the full model.

| $\delta$ (amu$^{1/2}$ Å) | central | one-sided |
|---|---|---|
| 0.08 | 0.67% | 7.8% |
| 0.04 | 0.17% | 4.0% |
| 0.02 | 0.042% | 2.1% |

Halving the step divides the central error by four and the one-sided error by about two. The $\delta^2$ term can therefore be eliminated:

$$\frac{4W(\delta)-W(2\delta)}3=\frac{4(W+A\delta^2)-(W+4A\delta^2)}3+O(\delta^4)=W+O(\delta^4).$$

With the last two steps, $(4\times34.947-34.990)/3=34.93$ meV/(amu$^{1/2}$ Å). The relative difference from the direct matrix element is $6\times10^{-7}$.

Wavefunctions from an iterative calculation also carry noise. If each overlap may be wrong by $\nu$, the worst relative noise in the central estimate is $\nu/(\sigma\delta)$, where $\sigma=|W/\Delta|=0.066$ per amu$^{1/2}$ Å. Write the relative truncation error as $\kappa\delta^2$; the table gives $\kappa\simeq1.04$. Setting the derivative of the sum to zero,

$$-\frac{\nu}{\sigma\delta^2}+2\kappa\delta=0\quad\Rightarrow\quad \delta=\left(\frac{\nu}{2\kappa\sigma}\right)^{1/3}.$$

For an assumed $\nu=10^{-4}$ the best step is 0.09 amu$^{1/2}$ Å, with noise of 1.7% and truncation of 0.8%. A smaller step would make the total worse.

A scan to larger $Q$ shows where the linear range ends. Separate $S$ into its parts odd and even in $Q$, and divide each by the tangent $S'(0)Q$. The odd departure is the first of these ratios minus one. The two-state formula gives $\alpha^2Q^2/(1-\alpha^2Q^2)$ for the odd departure and $\alpha Q/(1-\alpha^2Q^2)$ for the even part.

| $Q$ | odd, full | odd, two-state | even, full | even, two-state |
|---|---|---|---|---|
| 0.1 | 0.0105 | 0.012 | −0.106 | −0.112 |
| 0.2 | 0.043 | 0.052 | −0.218 | −0.233 |
| 0.4 | 0.193 | 0.245 | −0.494 | −0.552 |

Most of the nonlinearity thus has the size expected from the changing energy denominator $\Delta+FQ$. The full model also contains other band states and a quadratic term in $h$, so exact agreement is not expected. Over this scan $|\langle f(0)|f(Q)\rangle|$ stays above 0.99, which shows that the same state is being followed.

## Which linearity the capture rate needs

The transition is described with the electronic states frozen at $Q=0$. Their off-diagonal matrix element is

$$\langle i(0)|h(Q)|f(0)\rangle=WQ+\tfrac12Q^2\langle i|h''|f\rangle+\dots$$

There is no constant term because $i$ and $f$ are eigenstates of $h(0)$. In the two-state example this element is $wQ$ for every $Q$, although the overlap $S(Q)$ bends strongly. A curved overlap therefore limits the finite-difference step. It does not by itself show that the coupling in the rate is nonlinear. That coupling must be examined as far as the geometry where the two energy curves cross.

Let $\chi_{im}$ and $\chi_{fn}$ be the vibrational states before and after capture. To leading order in the coupling, the golden rule for one carrier in a normalisation volume $V$ gives the rate

$$\Gamma=\frac{2\pi}{\hbar}|W|^2\sum_m p_m\sum_n|\langle\chi_{im}|Q|\chi_{fn}\rangle|^2\,\delta(E_{im}-E_{fn}),$$

where $p_m$ are thermal weights. The carrier density is $1/V$ and the rate is $C$ times the density, so $C=V\Gamma$. The assumptions are one vibrational coordinate, harmonic curves, vibrations in equilibrium before capture, and a degeneracy factor of one. A further approximation is that the final curve used below includes the relaxation of the defect state with $Q$, whereas the coupling is evaluated with frozen states. In the model below, a final curve built from the frozen defect state would raise $C$ by about 27%.

## A hole in a well

The full model is a spinless hole of mass $m_h=1\,m_e$ in a single isotropic band:

$$h(Q)=-\frac{\hbar^2\nabla^2}{2m_h}-U_0e^{-r^2/2a^2}-\left(c_1Q-\tfrac12c_2Q^2\right)e^{-r^2/2b^2}.$$

Here $a=1.2$ Å and $b=2.0$ Å. The last term represents neighbouring cations: their outward motion, $Q>0$, lowers the energy of a hole inside the cage. The harmonic curves are

$$E_i=\Delta E+\tfrac12\Omega_i^2Q^2,\qquad E_f=\tfrac12\Omega_f^2(Q-\Delta Q)^2,$$

with $\Delta E=1.0$ eV, $\Delta Q=1.7$ amu$^{1/2}$ Å, $\hbar\Omega_i=40$ meV and $\hbar\Omega_f=38$ meV. In these units $\Omega_i^2=0.3828$ and $\Omega_f^2=0.3454$ eV/(amu Å$^2$).

The difference $E_f-E_i$ is the defect level measured from the band edge. At $Q=0$ its value is $\tfrac12\times0.3454\times1.7^2-1.0=-0.501$ eV, its slope is $-\Omega_f^2\Delta Q=-0.587$ eV/(amu$^{1/2}$ Å), and its curvature is $\Omega_f^2-\Omega_i^2=-0.037$ eV/(amu Å$^2$). The value fixes $U_0=6.49$ eV. The slope $\langle f|h'|f\rangle$ fixes $c_1=1.106$ eV/(amu$^{1/2}$ Å).

For the curvature, differentiate $\varepsilon_f'=\langle f|h'|f\rangle$ once more and use the identity above for each component of $f'$:

$$\varepsilon_f''=\langle f|h''|f\rangle+2\sum_{k\ne f}\frac{|\langle k|h'|f\rangle|^2}{\varepsilon_f-\varepsilon_k}.$$

This fixes $c_2=0.166$ eV/(amu Å$^2$). No adjustment is made to $W$.

The states are computed in a sphere of radius $R=40$ Å with vanishing wavefunction at the wall. To find $V$, write an s-state as $\psi=u(r)/(\sqrt{4\pi}\,r)$. Beyond the well, $u=A\sin(kr+\delta_0)$. The s-part of an incident wave of unit density has magnitude $|\sin(kr+\delta_0)|/(kr)$. Matching $\sqrt V\psi$ to it gives $\sqrt V A/\sqrt{4\pi}=1/k$. At the wall $u(R)=0$, so $|u'(R)|=Ak$ and

$$V=\frac{4\pi}{A^2k^2}=\frac{4\pi}{u'(R)^2}.$$

Without a well, $u=\sqrt{2/R}\sin(\pi r/R)$ and $V=2R^3/\pi=4.07\times10^4$ Å$^3$. With the well $V=3.01\times10^4$ Å$^3$, so using the free value would overstate $C$ by 35%. The result is

$$V|W|^2=30122\times(0.03493)^2=36.8\ \text{eV}^2\,\text{Å/amu}.$$

Direct integration of the scattering wave at the same energy, 28.8 meV, gives the same value: its ratio to $V|W|^2$ from the direct matrix element is 1 to the seven decimals printed.

## Vibrational overlaps

With $\ell=\sqrt{\hbar/\Omega}$ and $x=(Q-Q_{\min})/\ell$, where $Q_{\min}$ is the minimum of the curve, the oscillator functions obey

$$x\phi_n=\sqrt{\tfrac{n+1}2}\,\phi_{n+1}+\sqrt{\tfrac n2}\,\phi_{n-1}.$$

Solving for $\phi_{n+1}$ gives

$$\phi_{n+1}=\sqrt{\tfrac2{n+1}}\,x\phi_n-\sqrt{\tfrac n{n+1}}\,\phi_{n-1}.$$

Starting from the Gaussian $\phi_0$, this generates both sets of functions on a grid, and the elements $\langle\chi_{im}|Q|\chi_{fn}\rangle$ follow by summation. Diagonalising the final oscillator in 260 initial functions gives the same squared elements, for $m\le12$ and $n\le45$, to within $1.5\times10^{-14}$ amu Å$^2$.

The energy delta function is replaced by a Gaussian of standard deviation 19 meV. At 300 K the vibrational sum is 0.0265 amu Å$^2$/eV. With $2\pi/\hbar=9.546\times10^{15}$ eV$^{-1}$ s$^{-1}$ and 1 Å$^3=10^{-24}$ cm$^3$,

$$C=9.546\times10^{15}\times36.8\times0.0265\times10^{-24}=9.3\times10^{-9}\ \text{cm}^3/\text{s}.$$

Division by the mean thermal speed, $1.08\times10^7$ cm/s, gives an equivalent cross-section of $8.6\times10^{-16}$ cm$^2$. Gaussian widths of 14 and 28 meV change $C$ to $8.5\times10^{-9}$ and $9.5\times10^{-9}$ cm$^3$/s.

At high temperature the vibrations may be treated classically. The vibrational sum becomes an integral over the thermal density $P(Q)$:

$$\int P(Q)\,Q^2\,\delta(E_i-E_f)\,dQ=\frac{Q_c^2P(Q_c)}{|E_i'(Q_c)-E_f'(Q_c)|}.$$

The relevant crossing is at $Q_c=-0.877$ amu$^{1/2}$ Å, 0.147 eV above the initial minimum. The second crossing lies so far out that its thermal weight is negligible. At 3000 K, used purely as a mathematical limit, the quantum sum is 0.990 of the classical one. At 300 K it is 3.7 times larger.

Part of that excess is the quantum spread of $Q$, which replaces $k_BT=25.9$ meV by $\tfrac12\hbar\Omega_i\coth(\hbar\Omega_i/2k_BT)=30.8$ meV in $P$. This raises $P(Q_c)$ by a factor of 2.3; the remainder is not separated here. From 300 to 400 K, $C$ rises to $1.65\times10^{-8}$ cm$^3$/s. An Arrhenius fit to these two values would give about 0.06 eV, well below the crossing energy.

## Corrections and the real defect

The static coupling at the crossing, divided by its linear value, is

$$1-\frac{c_2Q_c}{2c_1}=1.066 .$$

Including the quadratic term in the vibrational elements raises $C$ to $1.05\times10^{-8}$ cm$^3$/s, or by 13%. Within the frozen-state description, the linear coupling is therefore adequate at $|Q|=0.88$, although the odd part of the overlap already departs from its tangent by 19% at $|Q|=0.4$.

The harmonic level curve is a further approximation. It predicts that the defect level reaches the band edge at $Q_c$, whereas the model level is still 41 meV below it. With the harmonic slope of 0.55 eV/(amu$^{1/2}$ Å), the crossing would move outward by about 0.075 amu$^{1/2}$ Å and rise by 26 meV. By itself, this shift lowers $C$. The model level is in fact flatter: its slope at $Q_c$ is 0.36 eV/(amu$^{1/2}$ Å), and in the 40 Å sphere it reaches the edge only at $Q=-1.03$, 54 meV above the harmonic crossing. The smaller slope in the denominator of the classical formula acts the other way. The level also departs from the harmonic curve at positive $Q$: a final curve built from it has its minimum near 1.42 amu$^{1/2}$ Å and an energy release of 0.93 eV. Using that curve, with the level held at the band edge beyond the crossing, lowers $C$ by about 16%.

The carrier's kinetic energy was also left out of energy conservation. Adding 28.8 meV to the energy release in the vibrational sum lowers $C$ by about 28% with the 19 meV Gaussian, but by only 16% with a 14 meV one, so at a single energy this correction depends on the broadening. Averaging the product of $V|W|^2$ and the vibrational sum over the thermal distribution of hole energies at 300 K gives $C=6.2\times10^{-9}$ cm$^3$/s, a third below the value above, and stays between $6.0$ and $6.4\times10^{-9}$ cm$^3$/s for widths from 14 to 28 meV. Separately, $V|W|^2$ falls from 36.8 to 30.8 eV$^2$ Å/amu when the hole energy rises to 114 meV.

The parameters are rough values for hole capture by a carbon acceptor on a nitrogen site in gallium nitride. That acceptor is negative before capture and attracts the hole, whereas the well above has no Coulomb tail. For a pure Coulomb attraction, the carrier density at the centre is enhanced by

$$s(E)=\frac{\vartheta}{1-e^{-\vartheta}},\qquad \vartheta=2\pi\sqrt{E_B/E}.$$

A dielectric constant of 9 gives $E_B=0.168$ eV. The thermal mean of $s$ at 300 K is 18, which would raise $C$ to $1.7\times10^{-7}$ cm$^3$/s for a point-like defect. Multiplying by $s$ assumes that the defect is much smaller than the Coulomb radius. That radius is 4.8 Å here, while the bound state decays over $\hbar/\sqrt{2m_h\times0.50\ \text{eV}}=2.8$ Å, so the factor is too large here. If the Coulomb tail is added to the well and the level is refitted to the same value and slope, the thermal mean of $V|W|^2$ at 300 K rises only about sixfold. With the vibrational sum held fixed, this gives $C\approx6\times10^{-8}$ cm$^3$/s, still the largest of the corrections evaluated here. Screening by free carriers would weaken the enhancement.

The real valence-band edge has several closely spaced, anisotropic bands. The model states are s-like and nondegenerate; equivalent final configurations of the real acceptor would multiply $C$ by a degeneracy factor that is left out here. Doubling the isotropic mass, with the level refitted to the same value, slope and curvature and the vibrational sum held fixed, lowers $C$ to $3.2\times10^{-9}$ cm$^3$/s. The short-range coefficient is thus an order-of-magnitude result for this model. The error of the finite difference is negligible beside these physical uncertainties, provided the phases have been aligned. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Energy release, displacement: 1.00 eV, 1.70 amu^1/2 A
Phonon energies i, f: 40, 38 meV
Hole mass, dielectric constant: 1.0 m_e, 9.0
Well, cage widths; sphere radius: 1.2, 2.0; 40 A
Stiffness i, f: 0.3828, 0.3454 eV/(amu A^2)
Relaxation energy, vertical depth: 0.4992, 0.5008 eV
Fitted well depth: 6.4911 eV
Cage strength, linear: 1.1055 eV/(amu^1/2 A)
Cage strength, quadratic: 0.1664 eV/(amu A^2)
Levels f, i: -0.50084, 0.02880 eV
Level slope by differences: -0.58725 eV/(amu^1/2 A)
Level curvature by differences: -0.03732 eV/(amu A^2)
|W| from operator: 34.93229 meV/(amu^1/2 A)
Step 0.08: |W| 35.16561 meV/(amu^1/2 A); rel. error central 6.68e-03, forward 7.78e-02
Step 0.04: |W| 34.99037 meV/(amu^1/2 A); rel. error central 1.66e-03, forward 4.04e-02
Step 0.02: |W| 34.94679 meV/(amu^1/2 A); rel. error central 4.15e-04, forward 2.06e-02
|W| extrapolated: 34.93227 meV/(amu^1/2 A)
Relative error after extrapolation: 6.0e-07
Random phases, mean and least |W| fraction: 0.631, 0.0210
Central difference of moduli, |W| fraction: 0.0210
Q=0.05 amu^1/2 A: odd departure +0.0026, even part -0.0526, least self-overlap 0.9999
Q=0.10 amu^1/2 A: odd departure +0.0105, even part -0.1060, least self-overlap 0.9997
Q=0.20 amu^1/2 A: odd departure +0.0430, even part -0.2182, least self-overlap 0.9985
Q=0.40 amu^1/2 A: odd departure +0.1934, even part -0.4936, least self-overlap 0.9921
Normalisation volume: 30122.0 A^3
V|W|^2: 36.7567 eV^2 A/amu
V|W|^2, scattering wave over sphere: 1.0000000
Largest difference of squared vibrational elements: 1.5e-14 amu A^2
Crossing: Q=-0.8773 amu^1/2 A, barrier 0.1473 eV
Gaussian width: 19.0 meV
Vibrational sum at 300 K: 2.64919e-02 amu A^2/eV
Quantum/classical sum at 3000 K: 0.9901
Quantum/classical sum at 300 K: 3.708
C at 300 K: 9.295e-09 cm^3/s
C at 400 K: 1.654e-08 cm^3/s
Thermal speed at 300 K: 1.076e+07 cm/s
Equivalent cross-section at 300 K: 8.638e-16 cm^2
C, width 14 meV: 8.533e-09 cm^3/s
C, width 28 meV: 9.532e-09 cm^3/s
Static coupling at crossing / linear value: 1.0660
C with quadratic coupling: 1.046e-08 cm^3/s
Level at crossing, model and harmonic: -0.0413, -0.0000 eV
V|W|^2 at hole energy 0.1143 eV: 30.8268 eV^2 A/amu
C with hole mass 2.0 m_e: 3.156e-09 cm^3/s
Coulomb binding scale: 0.1680 eV
Sommerfeld factor, thermal mean at 300 K: 18.07
C with Sommerfeld factor: 1.680e-07 cm^3/s
```
